How LAPW slope matching raises a d level compared with APW+lo

APW+lo and LAPW: what slope matching costs in a d channel

A d level computed with linearized augmented plane waves (LAPW) can sit far above its converged value at a cutoff where the same plane waves, augmented in the APW+lo manner, give a much smaller error. In the model treated below, a single d level in a muffin-tin well, the cutoff R K_max = 4.97 leaves the LAPW level 138 mHa too high and the APW+lo level 24 mHa too high, both relative to the converged level. A practitioner who does not know where this difference comes from can only raise the cutoff, at a diagonalization cost that grows as the ninth power of K_max, or switch every angular momentum to APW+lo without knowing which one mattered. A practitioner who takes a saving of one unit of R K_max as a law can also stop too early, because the saving depends on the accuracy sought. The difference has one cause, the continuity of slope that LAPW imposes on each basis function, and an upper bound on its size follows from four radial numbers, the APW+lo level and its plane-wave coefficients, while the exact size also needs the rest of the APW+lo spectrum.

Radial functions and two identities

Hartree atomic units are used. The potential is spherical inside a sphere of radius R and zero outside, and it is held fixed. A prime is a derivative with respect to r. The radial operator for angular momentum l is

h f = −(1/2r²)(r² f′)′ + [l(l+1)/(2r²) + V(r)] f .

Let u(r) be the regular solution of (h − E_l)u = 0 at the linearization energy E_l, normalized as ∫u² r² dr = 1 over the sphere, and let u̇ = ∂u/∂E. Differentiating the radial equation with respect to energy gives (h − E_l)u̇ = u. Differentiating the normalization gives ∫u u̇ r² dr = 0. With u_R and u̇_R the values at R, the quantities that matter are

N = ∫u̇² r² dr ,  γ = u̇_R/u_R ,  D_f = R f′(R)/f(R) for any radial function f.

N^(−1/2) is the energy offset at which the term εu̇ in u + εu̇ has the same norm as u. One integration by parts of each kinetic term, with no contribution from r = 0, gives

∫r² [f h g − g h f] dr = −(R²/2)(f g′ − g f′) at R.

For f = u and g = u̇ the left side equals ∫r² u(h − E_l)u̇ dr − ∫r² u̇(h − E_l)u dr = 1 − 0, so

R²(u̇_R u′_R − u_R u̇′_R) = 2 .  (1)

The energy derivative of D_u = R u′/u is R(u̇′u − u′u̇)/u², and (1) turns it into

Ḋ = −2/(R u_R²) .  (2)

The logarithmic derivative therefore falls with energy for any potential. Multiplying (1) by 1/(R u_R u̇_R) gives a second form,

D_u − D_u̇ = 2/(R u_R u̇_R) = −Ḋ/γ .  (3)

What matching does to one plane wave

Inside the sphere a plane wave has the expansion exp(iK·r) = 4π Σ i^l j_l(Kr) Y_lm(K̂) Y_lm(r̂) in real spherical harmonics. Write j = j_l(KR) and D_j for the logarithmic derivative of j_l(Kr) at R. An augmented plane wave (APW) at fixed energy replaces j_l(Kr) by a₀u(r) with a₀ = j/u_R, which matches the value only. An LAPW replaces it by a u + b u̇ with

a u_R + b u̇_R = j ,  a u′_R + b u̇′_R = j D_j/R .

The determinant u_R u̇′_R − u̇_R u′_R is −2/R² by (1). Cramer's rule gives b = (u_R j D_j/R − u′_R j)/(−2/R²) and a = (j u̇′_R − u̇_R j D_j/R)/(−2/R²). With u′_R = u_R D_u/R and u̇′_R = u̇_R D_u̇/R these become

b = (R/2) u_R j (D_u − D_j) ,  a = (R/2) u̇_R j (D_j − D_u̇) .  (4)

Because u and u̇ are orthogonal, the norm in the sphere is a² + b²N. Dividing b by a₀ and using (2),

δ ≡ b/a₀ = (R u_R²/2)(D_u − D_j) = (D_j − D_u)/Ḋ .  (5)

This δ is an energy. It is the shift that the linear extrapolation D_u + Ḋδ needs in order to reach the Bessel value D_j. The u̇ weight relative to the APW weight is b²N/a₀² = δ²N. The value condition alone gives a = a₀ − γb, and with (3) and (5)

a/a₀ = 1 − γδ = (D_j − D_u̇)/(D_u − D_u̇) .  (6)

Slope matching thus has two effects. It adds u̇, and it changes the amount of u: for γ < 0, a/a₀ is below one when D_j > D_u, zero when D_j = D_u̇, and above one when D_j < D_u. The second effect depends on three logarithmic derivatives only and, unlike δ, carries no explicit factor u_R². For V = 0 and E_l = K²/2 the function u is proportional to j_l(Kr), so D_u = D_j, b = 0, and the plane wave is left unchanged. Matching is harmless for states that resemble plane waves.

A bound d state does not resemble one. The series j_l(x) ∝ x^l [1 − x²/(2(2l+3)) + …] gives D_j ≈ l − x²/(2l+3) with x = KR, so D_j starts at +2 for l = 2, and it falls with K by (2) applied to V = 0. The recurrence j_l′ = j_(l−1) − (l+1)j_l/x gives D_j = x j₁/j₂ − 3, which reaches −3 at the first zero of j₁. A bound d state at energy E < 0 joins onto the decaying solution e^(−y)(y² + 3y + 3)/y³ with y = r√(−2E). Its logarithmic derivative is −3 − y + y(2y+3)/(y² + 3y + 3), which over a common denominator is

D = −3 − y²(y+1)/(y² + 3y + 3) ≤ −3 .  (7)

In the limit K → 0 the plane waves therefore miss the required slope by five units or more of D, and the miss D_j − D shrinks as K grows from zero, by about x²/7 at small x, until D_j reaches D. Beyond that point D_j falls below D and runs to −∞ at the first zero of j₂. The bound (7) holds for a level with a decaying tail. Across the d band of a metal D runs from about 0 at the bonding edge to −∞ at the antibonding edge, so near the band bottom the miss at K → 0 is only about two units. In the well used below, a linearization energy at which D_u = 0 gives a/a₀ = 0.47, 0.60 and 0.86 at KR = 1, 2 and 3, a milder loss than at the bound level.

The model and the size of b²N

The model has round parameters. It is a simple cubic lattice of constant 8 bohr, with R = 2 bohr and V = −17(1 − r²/R²)⁴ Ha in the sphere. The level followed is the lowest state of xy symmetry at Γ. By symmetry it contains only even l ≥ 2, and its d channel has no lower state. The potential is smooth enough for direct diagonalization in plane waves. At RK = 31.4 this gives −0.370324 Ha (−10.08 eV), and the level moves by 0.001 µHa between RK = 28.5 and 31.4. All errors below are relative to this value. The linearization energy is E_l = −0.370 Ha for all l. Numerical integration of the radial equation and its energy derivative, with Gauss–Legendre quadrature for the norms, gives for l = 2

u_R = 0.14287 bohr^(−3/2) ,  u̇_R = −1.0346 bohr^(−3/2)/Ha ,  N = 0.9846 Ha^(−2) ,
D_u = −3.749 ,  D_u̇ = 3.016 .

Hence γ = −1.0346/0.14287 = −7.242 Ha^(−1), R u_R²/2 = 0.02041 Ha, Ḋ = −1/0.02041 = −48.99 Ha^(−1) and N^(−1/2) = 1.008 Ha. Formula (7) with y = 2√0.740 = 1.720 gives −3.72, within 0.03 of D_u, so the level is close to that of an isolated well.

At KR = 1 the Bessel data are j = 0.0620 and D_j = 1.855. Then a₀ = 0.0620/0.14287 = 0.434, δ = 0.02041 × (−3.749 − 1.855) = −0.1144 Ha, b = 0.4342 × (−0.1144) = −0.0497, and b²N = 0.04967² × 0.9846 = 2.43 × 10⁻³. From (6), a/a₀ = 1 − 7.242 × 0.1144 = 0.172, so a = 0.0745. The u̇ fraction of the sphere norm is 2.43/(5.55 + 2.43) = 0.30. The same arithmetic at other KR gives the following, with a₀ and a in bohr^(3/2), b²N in bohr³ and δ in Ha.

KR     D_j     a₀      a       b²N      fraction   δ
1.0    1.855   0.434   0.075   0.0024   0.304     −0.114
2.0    1.388   1.389   0.334   0.0209   0.158     −0.105
3.0    0.473   2.090   0.786   0.0319   0.049     −0.086
4.0   −1.319   1.934   1.239   0.0091   0.006     −0.050
4.643 −3.749   1.362   1.362   0        0          0
5.0   −6.529   0.943   1.331   0.0028   0.002      0.057
6.5    6.427  −0.701   0.353   0.0209   0.143     −0.208

Whether this admixture is large depends on what it is compared with. Against the APW weight the admixture is small at the tabulated KR: δ²N is 0.013 at KR = 1, 0.007 at KR = 3 and 0.042 at KR = 6.5. This ratio diverges at each zero of j₂(KR), where a₀ vanishes while b stays finite. Against the LAPW's own norm it is moderate, 30% at KR = 1, and it reaches 100% only where D_j passes through D_u̇, which first happens beyond KR = 6.5 as D_j falls from its pole. It is large against what an eigenstate needs. The exact radial solution at E = E_l + ε is u + εu̇ to first order, with u̇ weight ε²N, and |δ| ≈ 0.1 Ha is twenty times an offset of 5 mHa, a factor 400 in weight. The most visible change in the table is the loss of u: a is 17%, 24% and 38% of a₀ at KR = 1, 2 and 3. At KR = 6.5 it has the opposite sign.

APW+lo contains LAPW

The local orbital of APW+lo is φ = u̇ − γu. It vanishes at R and is set to zero outside. Since a = a₀ − γb,

a u + b u̇ = a₀u + b(u̇ − γu) .

Every LAPW is an APW plus b times the local orbital. If a local orbital is supplied for every lm that is matched in value only, then at the same K set and the same E_l the LAPW space is a subspace of the APW+lo space. It is the subspace in which each local-orbital amplitude is tied to the plane-wave coefficients. The min–max principle then puts the n-th APW+lo level at or below the n-th LAPW level.

This holds for the energy functional that is variational on continuous functions with kinks, in which the kinetic energy is ½∫|∇ψ|². For one channel in the sphere the angular part of the gradient gives the l(l+1) term, and integration by parts of the radial part gives

Q[f,g] = ∫r² [½f′g′ + (l(l+1)/(2r²) + V − E) f g] dr = ∫r² f(h − E)g dr + (R²/2) f(R) g′(R) .  (8)

The interstitial region contributes the opposite surface term with the outer slope. For an LAPW the two cancel, and −½∇² may be applied region by region. For a kinked function the remainder (R²/2) f (g′_in − g′_out) survives, and a code that drops it loses the bound.

The price of a forced amplitude

Fix the boundary value F of the wave function in one channel, put A = F/u_R, and let the local-orbital amplitude c vary. The radial function is f = Au + cφ = (A − γc)u + c u̇. Take E = E_l first. Then (h − E_l)f = c u, and the volume term of (8) is c(A − γc). The slope of φ at R follows from (1):

φ′(R) = (u_R u̇′_R − u̇_R u′_R)/u_R = −2/(R² u_R) .  (9)

The surface term is (R²/2)F[A u′_R − 2c/(R²u_R)] = (R/2)D_u F² − cA. The terms ±cA cancel. Moving to E = E_l + ε subtracts ε times the norm, so

Q(c) = (R/2)D_u F² − γc² − ε[(A − γc)² + Nc²] = const + κc² + 2εγA c ,
κ = −γ − ε(γ² + N) .  (10)

Setting dQ/dc = 0 gives

c* = −εγA/κ = εA/(1 + εγ + εN/γ) ,  Q(c) − Q(c*) = κ(c − c*)² .  (11)

The exact radial solution has, to first order, c = ε(A − γc), that is c = εA/(1 + εγ), which agrees with c* up to a relative correction εN/γ.

The sign of κ comes from the local orbital itself. Setting F = 0 and c = 1 in (10) shows that φ has norm γ² + N and Rayleigh quotient E_lo = E_l − γ/(γ² + N), so that

κ = (γ² + N)(E_lo − E) .

Since φ vanishes at R, E_lo is at least E_D, the lowest level of channel l with a hard wall at R. If u has no node in the sphere or on its surface, then E_l < E_D. It follows that γ < 0 and that κ > 0 for every E < E_D. In the model E_lo = −0.370 + 7.2416/(52.4408 + 0.9846) = −0.23445 Ha. A root search for u(R,E) = 0 gives E_D = −0.23448 Ha, so the local orbital is almost exactly the hard-wall state. In a channel with a core or semicore state of the same l below, E_D is that deeper level and the argument says nothing about the sign of κ. The inclusion of spaces still holds there, level by level, but the level index then counts any poorly represented semicore state. At u_R = 0 the quantities a₀ and γ diverge and this parametrization fails.

For a single plane wave at ε = 0 the forced amplitude is b = δa₀, and the cost per a₀² is, by (3) and (5),

|γ|δ² = (R u_R²/2)(D_u − D_j)²/(D_u̇ − D_u) .

At KR = 1 this is 0.02041 × 5.604²/6.765 = 0.095 Ha. It is 0.080 Ha at KR = 2, 0.054 Ha at KR = 3, 0.018 Ha at KR = 4 and 0.31 Ha at KR = 6.5. A u̇ weight near one per cent costs tens of mHa because the cost per unit of weight δ²N is |γ|/N = 7.2416/0.9846 = 7.4 Ha. At ε = 0 the cost −γc² in (10) is the product of c and the change −γc in the u amplitude that keeps the boundary value; the norm N of u̇ does not enter it.

From one plane wave to the eigenstate

An eigenstate is a sum of basis functions, and the b of different K can cancel. Let c_s be the coefficients of the plane-wave functions and T_s their angular factors in the channel. For a star of n_s vectors, generated by the operations that map the xy function into plus or minus itself, in a cell of volume Ω, symmetrized and normalized, T_s = 4π(−1)^(l/2) √(n_s/Ω) Y_lm(K̂_s) for even l, because every member of the star contributes the same signed value of Y_lm. The boundary value is F = Σ c_s T_s j_s, and D_out denotes the logarithmic derivative of the plane-wave sum in that channel at R. Summing (4) gives the amplitude that LAPW would force,

B = Σ c_s T_s b_s = (R/2)u_R F(D_u − D_out) .  (12)

The LAPW condition is c = B. By (9), outer slope minus inner slope equals −2(B − c)/(R²u_R), so B − c measures the kink.

Consider the basis with APW+lo for one d channel and LAPW for all others, with Hamiltonian and overlap matrices H and S, eigenvalues E_n and eigenvectors x_n normalized as x_nᵀS x_n = 1. Let e be the vector of φ. For a spherical potential φ couples only to its own channel, so the row eᵀ(H − E₁S)x₁ = 0 is the condition dQ/dc = 0, and the ground state has c = c* with ε = E₁ − E_l. Keep the plane-wave coefficients and add t e with t = B − c*. The result is a pure LAPW function. Because (H − E₁S)x₁ = 0, only the term in t² survives:

(x₁ + te)ᵀ(H − E₁S)(x₁ + te) = κ(B − c*)² .  (13)

Dividing by the norm of x₁ + te gives an upper bound on E_LAPW − E₁. With σ = x₁ᵀS e = −γ(A − γc*) + Nc*, that norm is 1 + 2tσ + t²(γ² + N) = (1 + tσ)² + t²(γ² + N − σ²).

LAPW does better than this bound by changing its coefficients. The constraint is linear, w·x = c − B = 0. Stationarity of the Rayleigh quotient with a Lagrange multiplier λ gives (H − ES)x = λw. Expanding x in the x_n gives x = λ Σ x_n p_n/(E_n − E) with p_n = w·x_n, and the constraint becomes

Σ_n p_n²/(E_n − E) = 0 .  (14)

Each term increases with E. The sum runs from −∞ just above E₁ to +∞ just below E₂ when p₁ and p₂ are nonzero, so exactly one root lies between them. With p₁ = c* − B, separating the first term gives

E_LAPW − E₁ = (B − c*)²/G(E_LAPW) ,  G(E) = Σ_(n>1) p_n²/(E_n − E) .  (15)

G increases with E below E₂, so (B − c*)²/G(E₁) is an upper bound, close to the true gap when the gap is small against E₂ − E₁. The gap is the squared kink of the APW+lo state divided by the compliance of the basis. If the APW+lo state has no kink, the two methods give the same level.

For the model the matrices were built with l ≤ 22. The interstitial overlap of two plane waves is δ_KK′ − (4πR³/Ω) j₁(qR)/(qR) with q = |K − K′|, the kinetic element is ½K·K′ times this, and the sphere part is (8) by quadrature. At R K_max = 6.48 the generalized eigenproblems give E₁ = −0.365178 Ha and E_LAPW = −0.352766 Ha, so ε = 0.004822 Ha, and the APW+lo eigenvector gives A = 0.9486 and B = −0.03295 Ha. Then

κ = 7.2416 − 0.004822 × 53.43 = 6.984 Ha^(−1) ,
c* = 0.004822 × 7.2416 × 0.9486/6.984 = 0.004743 Ha ,
t = −0.03295 − 0.00474 = −0.03770 Ha .

The wanted weight is c*²N = 2.2 × 10⁻⁵ and the forced weight B²N = 1.07 × 10⁻³, larger by a factor 48. From (12), D_out = −3.749 + 0.03295/(0.9486 × 0.02041) = −2.05, while the inner value is D_u + Ḋc*/A = −3.99. The truncated plane-wave sum falls off too slowly at the sphere by almost two units of D, and APW+lo absorbs this in a slope jump of 2 × 0.03770/(4 × 0.14287) = 0.132 bohr^(−5/2).

Removing the kink at fixed coefficients costs 6.984 × 0.03770² = 9.92 mHa by (13). It also lowers the u amplitude from A − γc* = 0.983 to A − γB = 0.710. With σ = 7.2416 × 0.983 + 0.005 = 7.12 Ha^(−1), the norm falls to (1 − 0.03770 × 7.12)² + 0.004 = 0.539. Nearly half of the state is gone, and the bound on the gap is 9.92/0.539 = 18.4 mHa. The sum over the remaining eigenvectors gives G(E₁) = 0.1142 Ha, so the relaxed bound is 0.03770²/0.1142 = 12.44 mHa. The gap from the two diagonalizations is 12.41 mHa (338 meV), 0.2% below that bound. G(E_LAPW) = 0.03770²/0.01241 = 0.1145 Ha is smaller than 1/κ = 0.143 Ha, which by (15) means the gap exceeds the raw cost (13). The reason is the loss of norm: φ overlaps x₁ strongly, and only its part y = e − σx₁, S-orthogonal to x₁, enters G. Writing y = Σ_(n>1) y_n x_n, the Cauchy–Schwarz inequality gives (Σ y_n p_n)² ≤ G(E₁) Σ y_n²(E_n − E₁). Here Σ y_n p_n = w·y = 1 − σp₁ = 1 + tσ and Σ y_n²(E_n − E₁) = yᵀ(H − E₁S)y = κ, so the local orbital alone guarantees only G ≥ (1 + tσ)²/κ = 0.077 Ha. Readjusting the plane waves raises this to 0.114 Ha.

Which freedom produces the gain

At the same cutoff the level drops below LAPW by 12.42 mHa when all l are treated as APW+lo, by 12.41 mHa when only l = 2 is, and by 0.054 mHa when only l ≥ 4 are. With l = 2 matched in value and no local orbital at all, the drop is still 12.24 mHa. With E_l within 5 mHa of the level, the gain therefore comes from releasing the slope in the d channel and hardly at all from the additional function. The remaining 0.168 mHa follows from (13) with the forced amplitude zero: t = −c* costs 6.984 × 0.004743² = 0.157 mHa over a norm (1 − 0.004743 × 7.12)² = 0.934, a bound of 0.168 mHa that is saturated to these digits. This term grows as ε², so the local orbital is indispensable across a real band, where it restores the linearization that a fixed-energy APW lacks.

How large the saving in R K_max is

The errors in mHa against cutoff are:

R K_max   LAPW     APW+lo(d)
2.72      836.5    98.1
3.85      411.9    50.4
4.97      138.2    24.2
5.88      26.4     7.04
6.85      9.91     3.23
7.85      2.54     1.00
8.89      0.542    0.247
9.93      0.110    0.056
11.00     0.019    0.011
11.96     0.004    0.002

Extending APW+lo to all l changes these entries by less than 0.002 mHa; at the shells between them the change is larger, up to 0.012 mHa at R K_max = 6.48. An error below 10 mHa needs R K_max = 6.85 with LAPW (365 plane waves) and 5.88 with APW+lo (251), a shift of 0.97. For 1 mHa the values are 8.46 (691) and 8.01 (587), a shift of 0.45. For 0.1 mHa they are 10.06 (1141) and 9.42 (925), a shift of 0.63. The mean is 0.68. These shifts are grainy because the cutoff moves in shells. The APW+lo error at 7.85 is 1.0005 mHa and misses the threshold narrowly; had it counted, the middle shift would be 0.61.

With the logarithm of the error interpolated between shells, the shift is 1.0 to 1.1 at errors of 10 to 25 mHa; LAPW at 5.88 (26.4 mHa) is about as good as APW+lo at 4.97 (24.2 mHa). Counted as above by the first shell below the threshold, it is about 1.0 at 10 to 15 mHa, 1.3 at 20 mHa and 1.5 at 25 mHa. Near 100 mHa the shift exceeds two units, since APW+lo at 2.72 is better than LAPW at 4.97. At finer accuracy it is smaller, though it does not fall steadily: with the same interpolation it is about 0.5 at 1 mHa and 0.6 at 0.1 mHa. Between 7.85 and 11.96 the APW+lo error falls with a mean logarithmic rate ln(1.0005/0.0023)/4.11 ≈ 1.5 per unit of R K_max, rising from about 1.4 to about 1.6 across the interval, so a ratio ρ of errors corresponds to a shift of about ln ρ/1.5. The ratio falls from 2.5 at 7.85 to 1.8 at 11.00, and this smoothed estimate of the shift from about 0.6 to about 0.4. Only the sign of the shift is a theorem. Its size is set by B − c* and G in (15), which depend on the cell, the sphere and the state. The sphere fills only 6.5% of this cell. With the same well in cells of constant 5.5 and 4.4 bohr, where the shells are coarser, the interpolated shift is about 1.2 and 1.6 at 10 mHa, 0.7 and 1.3 at 1 mHa, and 0.6 and 0.4 at 0.1 mHa.

A conjecture for why the scale is of order one uses single basis functions. An APW feeds pure u into the sphere in proportion to j₂(KR), which is largest at KR = 3.342. An LAPW is pure u only where D_j = D_u, which first happens at KR = 4.493 for D_u = −3 and at 4.643 in the model. The offset of 1.30 between this first point and the maximum is somewhat larger than the shift of 1.0 to 1.1 found at errors of 10 to 25 mHa. The conjecture is not tested here. It ignores the cancellation of b between shells, overestimates the shift at tighter tolerances and underestimates it near 100 mHa.

What to do

Treat as APW+lo the channels whose occupied states have D_u far below l, as for l = 2 in the model, and keep LAPW for the high l. This costs five functions per atom, and in the model it captures all but 0.012 of the 12.42 mHa. The candidates can be found before any diagonalization from the radial data, by evaluating a/a₀ in (6) for KR well below the first zero of j_l(KR) and the absolute cost |γ|b² from (4). In the model a/a₀ runs from 0.17 to 0.64 for l = 2 and from 1.02 to 1.15 for l = 4 between KR = 1 and 4, and |γ|b² at KR = 3 is 0.23 Ha bohr³ for l = 2 against 2.9 × 10⁻⁴ for l = 4. The cost per a₀², |γ|δ², does not rank channels: at KR = 3 it is 0.13 Ha for l = 4 and 0.054 Ha for l = 2, because it leaves out the small weight a₀² of the high-l channel. Near a zero of j_l(KR) the ratio a/a₀ diverges in any channel because a₀ vanishes, and a itself must be used there. A small b²N is no reassurance, since the loss of u in (6) and the stiffness κ carry the damage. The kinetic energy must be taken in the form (8), and E_l should lie near the occupied d states. It must not coincide with an energy where u_R vanishes, because matching in value with u alone then fails; in the model that energy is 0.136 Ha higher. A channel with a semicore state needs its own local orbital and a separate look at the sign of κ. With a nonspherical potential in the sphere the inclusion of spaces survives, while κ becomes a matrix over channels. The cutoff itself should be converged within APW+lo at the accuracy wanted. In the model the cube of the ratio of basis sizes, a measure of diagonalization time, is (365/256)³ ≈ 2.9 at 10 mHa and (1141/930)³ ≈ 1.8 at 0.1 mHa, with the five local orbitals counted.
